# Minimax Migration Barriers in Periodic Silica from Union-Find with Winding Vectors

## Two cages in a row

Take a one-dimensional cell of length \(L\) holding two cages, A and B. A molecule passes from A to B in the same cell over a saddle of energy \(E_1\), and from B to A in the next cell over a saddle of energy \(E_2>E_1\). Raise a level \(E\) and call a passage open when its saddle does not exceed \(E\).

For \(E_1\le E<E_2\) the open cluster contains both cages, hence every cage of the cell. Nevertheless a molecule confined to open passages stays within one pair. At \(E=E_2\) the new passage joins B to the next copy of A. It adds no cage to the cluster, but it closes a loop that returns to A one cell further on. Repeating the loop carries the molecule arbitrarily far. The threshold is \(E_2\), and its signature is the displacement of the loop, not the size of the cluster.

In three dimensions many loops compete. We want the lowest level at which one of them has a nonzero displacement.

## The periodic network and its lift

Let the cell contain \(N\) cages with energies \(\varepsilon_i\). A bond \(b=(i,j,s)\) joins cage \(i\) in cell 0 to cage \(j\) in cell \(s\in\mathbb Z^3\), together with all translated copies. Its saddle energy \(E_b\) lies above both cage energies, and all energies share one zero. Traversed backwards, the bond has cell step \(-s\).

The lifted network has vertices \((i,n)\), where \(n\in\mathbb Z^3\) labels the cell. Migration at level \(E\) is unbounded if the open bonds form an infinite lifted component. This can be decided by a finite search: **a component is infinite if and only if it has more than \(N\) vertices.** An infinite component obviously has more. Conversely, among more than \(N\) vertices two must be copies of the same cage, say \((i,n)\) and \((i,n+w)\) with \(w\ne0\). The path between them can be translated by \(w\) again and again, so the component is infinite. The vector \(w\) is the winding of the path.

## Offsets in the union-find forest

A search at every level would repeat much work. Instead, sort the bonds by \(E_b\) and add them one at a time, keeping for each cage an integer offset \(p_i\) such that

\[
(i,p_i)\ \text{is connected to}\ (\text{root},0).
\]

Initially each cage is its own root and \(p_i=0\). If the forest stores an offset relative to a parent, the offset relative to the root is the sum along the chain of parents. Path compression replaces the chain by this sum.

For a new bond \((i,j,s)\), translation by \(p_i\) shows that it joins \((i,p_i)\) to \((j,p_i+s)\). The forest already knows the copy \((j,p_j)\). Define

\[
w=p_i+s-p_j .
\]

1. If the roots differ, attach the root of \(j\) below that of \(i\) with offset \(w\). Every offset in the attached cluster grows by \(w\), so \(p_j\) becomes \(p_j+w=p_i+s\), as the bond requires. If the root of \(i\) is attached instead, its offset is \(-w\), and \(p_i\) becomes \(p_i-w=p_j-s\).
2. If the roots agree, \((j,p_j)\) and \((j,p_j+w)\) are now connected. A nonzero \(w\) proves that the cluster wraps; \(w=0\) means an ordinary closed loop.

It remains to show that no wrapping is missed. Suppose all bonds up to \(E\) have been added and every loop gave \(w=0\). Each open bond then satisfies

\[
s=p_j-p_i .
\]

Later merges preserve this relation, because they shift both offsets equally. Along any walk returning to the same cage, the sum of the cell steps telescopes to zero. No two copies of one cage are connected, and migration is bounded. The first nonzero \(w\) therefore gives the lowest permitting level.

The same argument applied to one component shows that migration along \(z\) becomes unbounded at the first loop with \(w_z\ne0\). Call this level \(E_z\). Earlier loops may wrap along \(x\) or \(y\); they leave the \(z\) offsets consistent. Bonds of equal energy may be added in any order: the closing bond can change, but the level cannot, since the proof concerns the complete set of bonds up to that level.

Attaching the smaller cluster to the larger keeps chains short. Whenever a cage moves one step further from its root, its cluster has at least doubled, which can happen at most \(\log_2N\) times. For \(B\) bonds the cost is at most of order \(B\log B+B\log N\), even before path compression helps.

As a test, 150 irregular graphs of three to seven cages, with tied energies and random cell steps, were also treated by searching the lifted network. The first wrapping levels agreed in every case, as they did for 15 small silica cells with random saddles. For the irregular graphs the levels along each axis were also confirmed, by finding when \(s=p_j-p_i\) ceases to be solvable for that component.

## Sensitivity to errors in the saddles

The offsets are integers and \(E_z\) is one of the input energies, so the forest adds no rounding error. Errors in the input are not amplified either. Write the threshold as

\[
E_z=\min_{\text{loops},\,w_z\ne0}\ \max_{b\in\text{loop}}E_b .
\]

If every saddle changes by at most \(\delta\), the best old loop has a new maximum no greater than \(E_z+\delta\). Hence \(E_z'\le E_z+\delta\). Exchanging the old and new energies gives \(E_z\le E_z'+\delta\), so

\[
|E_z'-E_z|\le\delta .
\]

A missing bond is more serious. Omitting one can raise the threshold by an amount that \(\delta\) does not control, and a spurious bond can lower it.

## From a saddle level to a diffusivity

\(E_z\) is a level on an energy scale, whereas an activation energy is a difference. To connect them, let a single molecule hop with rate

\[
k_{i\to j}=\nu e^{-\beta(E_b-\varepsilon_i)},\qquad \beta=\frac1{k_BT},
\]

where \(\nu\) is a common attempt frequency. In equilibrium cage \(i\) has probability \(\pi_i=e^{-\beta\varepsilon_i}/Z\), with \(Z=\sum_i e^{-\beta\varepsilon_i}\). The equilibrium traffic over a bond is the same in both directions:

\[
\pi_i k_{i\to j}=\frac{\nu}{Z}e^{-\beta E_b}.
\]

Let \(\Delta z_b\) be the \(z\) displacement along the bond. Choose a periodic function \(\phi_i\) that minimizes

\[
F=\sum_b e^{-\beta E_b}u_b^2,\qquad u_b=\Delta z_b+\phi_j-\phi_i .
\]

Setting \(\partial F/\partial\phi_i=0\), with all bonds at \(i\) oriented outwards, gives \(\sum_b e^{-\beta E_b}u_b=0\). Multiplication by \(\nu e^{\beta\varepsilon_i}\) turns this into \(\sum_j k_{i\to j}u_{i\to j}=0\). The quantity \(M=z+\phi\) thus has no mean drift from any cage, and its increments at different times are uncorrelated. Its variance grows at the rate

\[
\sum_i\pi_i\sum_j k_{i\to j}u_{i\to j}^2
=\frac{2\nu}{Z}F_{\min},
\]

where the 2 counts both directions of each bond. Since \(\phi\) is bounded, \(z\) and \(M\) have the same variance per unit time at long times. With \(D_{zz}=\lim\langle(\Delta z)^2\rangle/2t\),

\[
D_{zz}=\frac{\nu}{Z}F_{\min}
=\frac{\nu}{Z}e^{-\beta E_z}G,\qquad
G=\min_\phi\sum_b c_bu_b^2,
\]

where \(c_b=e^{-\beta(E_b-E_z)}\). In a small cell this formula was tested against the decay rate \(D_{zz}q^2\) of a long density wave, obtained from the eigenvalues of the hopping equations at \(qL=0.03\). The ratio of the two diffusivities was 1.00005.

For the two cages of the opening, \(u_1+u_2=L\). Minimization gives \(c_1u_1=c_2u_2\), hence \(G=L^2/(1/c_1+1/c_2)\). The passages act as resistances in series, and the higher saddle dominates at low temperature.

### Bounds from the forest

The closing bond and the tree path between its ends form a loop that uses each bond once. Around it the \(\phi\) differences cancel, so the signed \(u_b\) add up to \(w_zL\). The Cauchy–Schwarz inequality gives

\[
(w_zL)^2\le\Big(\sum_{\rm loop}c_bu_b^2\Big)
\Big(\sum_{\rm loop}\frac1{c_b}\Big),
\qquad
G\ge\frac{(w_zL)^2}{\sum_{\rm loop}1/c_b}.
\]

For an upper bound, take the offsets just before closure and let \(z_i\) be the cage position in its cell. Then \(\Delta z_b=z_j-z_i+Ls_z\). The trial function \(\phi_i=-z_i-Lp_{i,z}\) yields

\[
u_b=L(s_z+p_{i,z}-p_{j,z})=Lw_{b,z},\qquad
G\le L^2\sum_b c_bw_{b,z}^2 .
\]

Every bond below \(E_z\) has \(w_{b,z}=0\), so no exponentially large \(c_b\) survives in this sum.

If one bond alone has energy \(E_z\), both bounds tend to \((w_zL)^2\) as \(T\to0\): in the loop, \(1/c_b\) vanishes for all bonds but the closing one, and in the upper sum \(c_b\) vanishes for all bonds above \(E_z\). With ties, \(G\) still lies between positive constants. Also,

\[
e^{-\beta\varepsilon_{\min}}\le Z\le Ne^{-\beta\varepsilon_{\min}} .
\]

With \(b_0\) the hop length, taking logarithms gives

\[
-\frac1\beta\ln\frac{D_{zz}}{\nu b_0^2}
=E_z+\frac{\ln Z}{\beta}-\frac1\beta\ln\frac{G}{b_0^2}
\longrightarrow E_z-\varepsilon_{\min}.
\]

The corrections are of order \(k_BT\) times a logarithm. A small cell with \(L=1.432\) nm and \(E_z=1.222\) eV shows the size of the one due to \(G\). Its apparent saddle level \(E_z-\beta^{-1}\ln(G/b_0^2)\) is 0.836 eV at 1273 K, 1.139 eV at 300 K and 1.196 eV at 100 K. For \(|w_z|=1\) the low-temperature formula predicts a deficit at 100 K of \(0.00862\ln[(1.432/0.310)^2]=0.026\) eV, which is the difference found. The large shift at 1273 K is not the error of a barrier inferred from \(D_{zz}\) with the prefactor \(\nu b_0^2\), because that barrier also contains \(\beta^{-1}\ln Z\). Here \(Z>1\), so this term is positive and offsets much of the shift. In the larger cell treated below, \(D_{zz}=2.52\times10^{-8}\) cm\(^2\)/s and \(\nu b_0^2=9.61\times10^{-4}\) cm\(^2\)/s give \(0.1097\ln(9.61\times10^{-4}/2.52\times10^{-8})=1.157\) eV, against the limit \(E_z-\varepsilon_{\min}=1.185\) eV.

### The slope of an Arrhenius plot

The activation energy at finite temperature is \(E_a=-d\ln D_{zz}/d\beta\), with \(\nu\) held fixed. When \(F_{\min}\) is differentiated, the change of \(\phi\) contributes nothing to first order because \(F\) is stationary. The explicit factors give

\[
E_a=\frac{\sum_b E_be^{-\beta E_b}u_b^2}{\sum_b e^{-\beta E_b}u_b^2}
-\sum_i\pi_i\varepsilon_i .
\]

The first term is the mean saddle energy weighted by dissipation; the second is the thermal mean cage energy. In the silica example below, a numerical derivative of \(\ln D_{zz}\) at 1273 K agreed with this expression to within \(10^{-5}\) eV.

## Oxygen molecules in a model silica

The example is interstitial O\(_2\) during dry thermal oxidation at 1273 K, where \(k_BT=0.1097\) eV. The network is that of the cages in ideal beta-cristobalite, with a rough cubic edge of 0.716 nm. Each cage has four windows, each a six-membered silicon–oxygen ring. A cell of \(4\times4\times4\) cubes has \(L=2.864\) nm, 512 cages and 1024 windows. Cage energies are drawn independently and uniformly from 0 to 0.4 eV, saddles from 0.6 to 2.0 eV, and \(\nu=10^{12}\) s\(^{-1}\). These are round model parameters, not energies computed for a glass.

The first wrapping occurs along \(y\) at 1.157 eV. Wrapping along \(z\) follows at

\[
E_z=1.188\ \text{eV}=0.0437\ \text{hartree},
\]

when 42% of the windows are open. The closing loop has winding \((0,1,-1)\) and 32 hops, so its length is \(32\times0.310=9.92\) nm, against a straight displacement of \(\sqrt2\times2.864=4.05\) nm.

Two plausible substitutes for the winding test fail here. A cluster as wide as the cell, measured along \(z\) in unwrapped coordinates, appears at 1.089 eV, before wrapping in any direction. Just before \(z\) closure the greatest such width is 3.40 nm, still without an endless route along \(z\). A cluster with half the cages appears at 1.178 eV, also below \(E_z\), although wrapping along \(y\) has then begun. The extremes are sharper: a spanning tree contains all 512 cages and is bounded, while a zigzag chain of 16 cages wraps.

For the diffusivity we need \(Z\). Summing \(e^{-\beta\varepsilon_i}\) over the 512 cages gives \(Z\approx136\), close to the average for uniformly distributed energies, \(512\,(0.1097/0.4)(1-e^{-0.4/0.1097})\approx137\). A rough dissolved concentration of \(5\times10^{16}\) cm\(^{-3}\) puts \(1.17\times10^{-3}\) molecules in the cell, so the deepest cage, at 0.0026 eV, has mean occupation \(1.17\times10^{-3}e^{-0.0026/0.1097}/Z\approx8.4\times10^{-6}\). With \(G=17.4\) nm\(^2\),

\[
D_{zz}\approx\frac{10^{12}\times17.4\times10^{-14}}{136}
\,e^{-1.188/0.1097}
\approx2.5\times10^{-8}\ \text{cm}^2/\text{s}.
\]

The bounds on \(G\) are 1.57 and 112 nm\(^2\). The lower one is the conductance of the critical loop alone, 9% of the actual value. At this temperature the critical loop identifies the threshold but does not describe most of the transport.

The activation energy is \(1.229-0.100=1.129\) eV, compared with the low-temperature barrier \(1.1880-0.0026=1.185\) eV. Dissipation is weighted towards saddles 0.041 eV above \(E_z\), but the mean cage energy lies 0.098 eV above the deepest cage. The second effect is larger, so the slope falls below the limiting barrier. These values belong to one random cell: between cells of this size \(D_{zz}\) scatters by about \(0.5\times10^{-8}\) cm\(^2\)/s and \(E_a\) by about 0.04 eV, around a mean \(E_a\) near 1.12 eV.

## Cell size and neglected physics

One random cell gives one threshold, not a material constant. With the energy distributions fixed, the samples gave:

| \(L\) (nm) | samples | mean \(E_z\) (eV) | s.d. (eV) | half-size test early / late |
|---|---:|---:|---:|---:|
| 1.43 | 60 | 1.210 | 0.110 | 52 / 8 |
| 2.86 | 60 | 1.167 | 0.046 | 38 / 22 |
| 5.73 | 20 | 1.152 | 0.022 | 0 / 20 |

The half-size test changes from mostly early to mostly late as the cell grows, so its error does not even keep one sign. The width test was early in 58, 60 and 20 samples respectively. The standard error of the last mean \(E_z\) is \(0.022/\sqrt{20}=0.005\) eV; this measures sampling error and excludes any remaining dependence on cell size. With independent saddles the model is bond percolation on a diamond lattice, whose threshold \(p_c\approx0.389\) puts the large-cell limit near \(0.6+1.4\times0.389\approx1.145\) eV.

Activation energies near 1.2 eV have been reported for O\(_2\) diffusion in silica. The saddle range was chosen for that regime, so the similar model value is not a prediction. Real oxide is a glass with rings of several sizes. Closing windows at random is a crude stand-in for its small rings only, and the closed fraction is a free choice: 5% raises the mean \(E_z\) by only about 0.03 eV. Closing a random 20% of the windows raises the mean \(E_z\) by 0.147 eV in the 2.86 nm cells. A simple count explains most of this: if the number of open windows needed stays fixed, the required fraction of the remaining windows rises by the factor \(1/0.8\), and the shift is about \((1.167-0.6)(1/0.8-1)=0.142\) eV.

Other effects are smaller than the shift for 20% closure:

- Adding the mean energy of the two adjoining cages to each saddle, less 0.2 eV to keep the average fixed, changes the mean \(E_z\) by \(-0.007\) eV. The scatter of 0.035 eV between the 60 samples gives this mean a standard error of 0.005 eV, so these samples resolve no shift; in 5.73 nm cells a small lowering of about 0.01 eV appears.
- Fast Gaussian vibration of a saddle with rms size \(\sigma\) multiplies its mean rate by \(e^{\beta^2\sigma^2/2}\), equivalent to lowering it by \(\beta\sigma^2/2\). For a rough \(\sigma=0.1\) eV this is 0.046 eV at 1273 K. Because the lowering itself depends on temperature, the Arrhenius slope falls by twice as much, \(\beta\sigma^2=0.091\) eV, if \(\sigma\) is held fixed. For classical thermal vibration, where \(\sigma^2\propto T\), the lowering does not depend on temperature and the slope falls by 0.046 eV only. Slow fluctuations would not average in this way.
- For a parabolic barrier of frequency \(\omega\), the leading Wigner tunnelling correction in atomic units is \((\beta\omega)^2/24\). Taking \(\omega=2\pi\nu\) gives a relative rate increase of \(6\times10^{-5}\).
- The deepest cage is occupied with probability below \(10^{-5}\), so blocking between molecules is negligible at the assumed concentration.

The periodic criterion also presumes a film much thicker than the distance over which routes vary. A film a few nanometres thick may be crossed by a finite path that never repeats, at a level below \(E_z\). The crossing level is found by joining its two actual surfaces, without periodic images along \(z\), but it is not a property of the film alone: it falls as the lateral area grows, for a 2.86 nm film from about 1.15 eV at 2.9 nm width to about 1.0 eV at 23 nm, because rarer easy paths are sampled. The flux through such a film needs the full conductance between its surfaces. Oxide growth depends further on O\(_2\) solubility and on the reaction at the silicon interface, neither of which is determined by \(E_z\). The numerical output gives the remaining values for the example.

## Computed values

```
cubic edge 0.716 nm, cell edge 2.864 nm
cages 512, windows 1024, hop length 0.310 nm
window centre to ring oxygen nuclei: 0.253 nm
cage energies 0 to 0.4 eV
saddle energies 0.6 to 2.0 eV
temperature 1273 K, kT 0.1097 eV
attempt frequency 1.0e+12 1/s
irregular graphs checked 150, small cells 15
first wrapping in any direction 1.1570 eV
x and y wrapping levels 1.2091, 1.1570 eV
z wrapping level E_z 1.1880 eV = 0.04366 hartree
windows open at E_z: 0.4219 of all
closing winding vector (0, 1, -1)
critical loop: 32 hops, length 9.92 nm
cages in z-wrapping cluster 323
largest cluster at z closure 323 cages
greatest unwrapped z width before closure 3.401 nm
half-of-cages criterion fires at 1.1775 eV
width criterion fires at 1.0889 eV
bounded spanning tree: 512 cages
wrapping zigzag chain: 16 cages
lowest cage energy 0.0026 eV
low-temperature barrier E_z - lowest cage 1.1855 eV
dissipation-weighted saddle energy 1.2290 eV
thermal mean cage energy 0.1003 eV
activation energy at 1273 K: 1.1287 eV
D_zz 2.521e-08 cm^2/s
G 17.3715 nm^2, bounds 1.56950 and 111.876 nm^2
small cell: E_z 1.2222 eV
small cell: D_zz formula/master equation 1.000049
small cell: apparent saddle level at 1273 K 0.8362 eV
small cell: apparent saddle level at 300 K 1.1393 eV
small cell: apparent saddle level at 100 K 1.1958 eV
edge 1.432 nm, 60 samples: E_z mean 1.2097, s.d. 0.1102 eV
  half-size test early 52, late 8; width early 58
edge 2.864 nm, 60 samples: E_z mean 1.1674, s.d. 0.0463 eV
  half-size test early 38, late 22; width early 60
edge 5.728 nm, 20 samples: E_z mean 1.1517, s.d. 0.0225 eV
  half-size test early 0, late 20; width early 20
closing 20% of windows: mean E_z shift +0.1471 eV
cage-saddle correlation: mean E_z shift -0.0065 eV, s.d. 0.0351 eV
window vibration 0.1 eV rms: saddle lowering 0.0456 eV
tunnelling correction to rate (relative) 5.92e-05
dissolved O2 5.0e+16 1/cm^3 (rough)
mean occupation of deepest cage 8.41e-06
```
